# Group Velocity of Hybrid s–d Bands from Their s Weight

The current in a metal line is carried by electrons near the Fermi energy. In copper these electrons have strong s and p character, but filled d bands lie a few electronvolts below them, and the two kinds of state mix. An electron in a broad s band moves quickly from atom to atom, whereas an electron in a narrow d level hardly moves at all. How fast, then, does an electron move when its state is part s and part d?

The simplest model that poses this question has one s band and one d level. For each wavevector \(\mathbf k\) let \(|s\mathbf k\rangle\) and \(|d\mathbf k\rangle\) be Bloch states built from the two kinds of orbital, and take them to be orthonormal. In this basis the Hamiltonian is

\[
H(\mathbf k)=\begin{pmatrix}\varepsilon_s(\mathbf k)&V\\ V^*&\varepsilon_d\end{pmatrix}.
\]

The s energy \(\varepsilon_s(\mathbf k)\) is any differentiable function, isotropic or not. The d level is flat, so \(\varepsilon_d\) does not depend on \(\mathbf k\). The coupling \(V\) is nonzero and also independent of \(\mathbf k\). A hybrid state has energy \(E(\mathbf k)\) and amplitudes \(c_s\), \(c_d\) with \(|c_s|^2+|c_d|^2=1\). Its s weight is \(w=|c_s|^2\), and its group velocity and the bare s velocity are

\[
\mathbf v=\frac{1}{\hbar}\nabla_{\mathbf k}E,\qquad
\mathbf v_s=\frac{1}{\hbar}\nabla_{\mathbf k}\varepsilon_s .
\]

The claim is that \(\mathbf v=w\,\mathbf v_s\) for both hybrid bands at every \(\mathbf k\), with all three quantities taken at the same \(\mathbf k\).

The energies follow from \(\det(H-E)=0\), which reads

\[
(E-\varepsilon_s)(E-\varepsilon_d)=|V|^2. \tag{1}
\]

With \(\Delta=\varepsilon_s-\varepsilon_d\), the two solutions of this quadratic equation are

\[
E_\pm=\frac{\varepsilon_s+\varepsilon_d}{2}\pm\frac12\sqrt{\Delta^2+4|V|^2}. \tag{2}
\]

The square root is at least \(2|V|\), so at each \(\mathbf k\) the bands are separated by at least this amount. Its argument never reaches zero, and both energies are therefore differentiable wherever \(\varepsilon_s\) is. Equation (1) also shows that \(E\) never equals \(\varepsilon_d\), because the right-hand side is positive. Division by \(E-\varepsilon_d\) is thus allowed in what follows.

The s weight comes from the second row of \(Hc=Ec\):

\[
V^*c_s+\varepsilon_d c_d=E c_d
\quad\Longrightarrow\quad
c_d=\frac{V^*}{E-\varepsilon_d}\,c_s .
\]

Inserting this in the normalization condition gives

\[
|c_s|^2\left[1+\frac{|V|^2}{(E-\varepsilon_d)^2}\right]=1
\quad\Longrightarrow\quad
\frac1w=1+\frac{|V|^2}{(E-\varepsilon_d)^2}. \tag{3}
\]

For the slope, divide equation (1) by \(E-\varepsilon_d\) and write

\[
E=\varepsilon_s+\frac{|V|^2}{E-\varepsilon_d}.
\]

Now take the gradient. Since \(|V|^2\) and \(\varepsilon_d\) are constant, the last term varies through \(E\) alone, and the derivative of \(1/(E-\varepsilon_d)\) with respect to \(E\) is \(-1/(E-\varepsilon_d)^2\). Hence

\[
\nabla E=\nabla\varepsilon_s-\frac{|V|^2}{(E-\varepsilon_d)^2}\nabla E .
\]

Moving the last term to the left gives

\[
\left[1+\frac{|V|^2}{(E-\varepsilon_d)^2}\right]\nabla E=\nabla\varepsilon_s .
\]

By equation (3) the bracket is \(1/w\). Multiplying by \(w/\hbar\) yields

\[
\boxed{\;\mathbf v_\pm=w_\pm\,\mathbf v_s\;} \tag{4}
\]

No sign of the square root was chosen, so the proof covers both bands. The direction of motion is that of the bare s electron, and hybridization reduces the speed by the factor \(w\).

A second derivation shows where the assumptions enter, and it also gives the result when they are relaxed. Let the basis have an overlap matrix \(S(\mathbf k)\), so that \(Hc=ESc\) with \(c^\dagger Sc=1\). Let \(H\) and \(S\) be differentiable, and consider a wavevector where the two bands do not touch, so that \(E\) and \(c\) can be taken as differentiable too. Then \(E=c^\dagger Hc\), and the product rule gives

\[
\nabla E=(\nabla c^\dagger)Hc+c^\dagger(\nabla H)c+c^\dagger H\nabla c .
\]

In the first term \(Hc=ESc\), and in the last \(c^\dagger H=Ec^\dagger S\), because \(H\) and \(S\) are Hermitian and \(E\) is real. The two terms together are \(E[(\nabla c^\dagger)Sc+c^\dagger S\nabla c]\). Differentiating \(c^\dagger Sc=1\) shows that this bracket equals \(-c^\dagger(\nabla S)c\). Therefore

\[
\hbar\mathbf v=c^\dagger\left(\nabla H-E\,\nabla S\right)c . \tag{5}
\]

For an orthonormal basis \(S\) is the unit matrix and \(\nabla S=0\). Writing out the elements of \(\nabla H\) then gives

\[
\hbar\mathbf v=w\,\nabla\varepsilon_s+(1-w)\nabla\varepsilon_d
+2\,\mathrm{Re}\left(c_s^*c_d\nabla V\right). \tag{6}
\]

With a flat d level and a constant coupling the last two terms vanish, and equation (4) returns. The d part of the state contributes to the normalization but not to the motion. This is the physical content of the law: the velocity is an average in which the s part enters with \(\mathbf v_s\) and the d part with zero.

The requirement on \(V\) can be weakened. Suppose \(V=|V|e^{i\phi(\mathbf k)}\) with constant modulus. Then \(\nabla V=iV\nabla\phi\), and the last term of equation (6) contains

\[
c_s^*c_dV=\frac{|V|^2}{E-\varepsilon_d}\,|c_s|^2 ,
\]

which is real. Multiplied by \(i\nabla\phi\) it becomes imaginary, and its real part is zero. A varying phase, such as one produced by a different choice of phase for the d Bloch states, leaves the law intact. What matters is that \(|V|\) is constant.

The way the weight changes along a band is clearest in terms of \(\Delta\). By equation (4), \(w\) is the rate at which \(E\) changes with \(\varepsilon_s\) when \(\varepsilon_d\) and \(V\) are fixed. Differentiating equation (2) gives

\[
w_\pm=\frac{\partial E_\pm}{\partial\varepsilon_s}
=\frac12\left(1\pm\frac{\Delta}{\sqrt{\Delta^2+4|V|^2}}\right). \tag{7}
\]

The two weights add to one, so at each wavevector

\[
\mathbf v_++\mathbf v_-=\mathbf v_s .
\]

Hybridization shares the bare velocity between the two bands. Where the bare levels cross, \(\Delta=0\), and each band receives half. When the s energy is far above the d level, \(\Delta\gg2|V|\), expansion of the square root gives

\[
\frac{\Delta}{\sqrt{\Delta^2+4|V|^2}}\approx1-\frac{2|V|^2}{\Delta^2},
\qquad
w_+\approx1-\frac{|V|^2}{\Delta^2},\qquad
w_-\approx\frac{|V|^2}{\Delta^2}.
\]

The upper band is then nearly a free s band, while the lower one is nearly a d level with a small velocity borrowed from the s band. Far below the crossing, where \(\Delta\) is large and negative, the two bands exchange these roles.

The limit \(V\to0\) needs some care. Equation (7) turns into a step at \(\Delta=0\), and bands labelled by energy order acquire kinks where the levels cross. Such a band has no gradient at a kink if \(\nabla\varepsilon_s\ne0\) there. If the uncoupled states are instead labelled by character, the s state has weight one and velocity \(\mathbf v_s\), the d state has weight zero and is at rest, and the law holds trivially.

The law concerns the first derivative of the energy and does not in general carry over to the inverse effective mass. Along one direction, with primes for derivatives with respect to \(k\), differentiating \(E'=w\varepsilon_s'\) gives \(E''=w\varepsilon_s''+w'\varepsilon_s'\). From equation (7),

\[
w_\pm'=\pm\frac{2|V|^2}{(\Delta^2+4|V|^2)^{3/2}}\,\varepsilon_s',
\qquad
E_\pm''=w_\pm\varepsilon_s''\pm\frac{2|V|^2(\varepsilon_s')^2}{(\Delta^2+4|V|^2)^{3/2}} .
\]

The extra term expresses the change of character along the band. It bends the upper band upward and the lower band downward, and it is largest, for a given \(\varepsilon_s'\), at the crossing. Where \(\varepsilon_s'=0\), as at the bottom of the s band, the term vanishes, and there the inverse mass is also multiplied by \(w\).

The consequence for conduction depends on what is held fixed. Equation (3) shows that \(w\) depends on \(\mathbf k\) through \(E\) alone, so it has one value over the whole Fermi surface. That surface is also a surface of constant \(\varepsilon_s\), by equation (1). In the semiclassical relaxation-time approximation at low temperature, with a uniform relaxation time \(\tau\), the conductivity is

\[
\sigma_{ij}=\frac{e^2\tau}{4\pi^3\hbar}\int_{\rm FS}\frac{v_iv_j}{|\mathbf v|}\,dS .
\]

Replacing \(\mathbf v_s\) by \(w\mathbf v_s\) on the same Fermi surface multiplies the integrand by \(w^2/w=w\). At fixed \(\tau\) the conductivity therefore falls by the factor \(w\). If the mean free path \(\ell=|\mathbf v|\tau\) is held fixed instead, the integrand becomes \(\ell\,v_iv_j/|\mathbf v|^2\), in which \(w\) cancels, and the conductivity is unchanged. Neither comparison says how hybridization alters the scattering itself.

For numbers, take rough values in the regime of copper: an fcc lattice constant \(a=0.361\) nm, a d level 3 eV below the Fermi energy, and a coupling \(V=1\) eV. The s band is a parabola with the free-electron mass \(m_e\),

\[
\varepsilon_s(k)=\varepsilon_0+\frac{\hbar^2k^2}{2m_e},\qquad
\frac{\hbar^2}{2m_e}=0.0381\ \text{eV nm}^2,
\]

and energies are measured from the Fermi energy. The two factors in equation (1) have the same sign. For the lower band both are negative, so this band lies entirely below \(\varepsilon_d\) and is full, with two electrons per atom. The upper band is given one electron per atom. The remaining eight of copper's eleven outer electrons are assigned to four filled d orbitals that the model leaves out.

Because \(w>0\), the upper band rises with \(k\) wherever the s band does, and its electrons fill a sphere. An fcc cube contains four atoms, and a sphere of radius \(k_F\) holds \(k_F^3/3\pi^2\) electrons per volume, so

\[
k_F=\left(\frac{3\pi^2\cdot4}{a^3}\right)^{1/3}=13.60\ \text{nm}^{-1}.
\]

This is less than the distance 15.07 nm\(^{-1}\) from the zone centre to the nearest zone face, at L, so the sphere fits inside the Brillouin zone. Counting occupied states on a mesh over the zone gives 1.001 electrons per atom in the upper band, in agreement with the intended filling.

The upper band must have \(E=0\) at \(k_F\). Equation (1) then requires \(\varepsilon_s\varepsilon_d=V^2\) in eV², or

\[
\varepsilon_s(k_F)=\frac{1}{-3}\ \text{eV}=-0.333\ \text{eV},
\]

\[
\varepsilon_0=-0.333-0.0381\times13.604^2=-7.38\ \text{eV}.
\]

The sum of the hybrid energies equals \(\varepsilon_s+\varepsilon_d\), which places the lower band at \(-3.333\) eV for this wavevector. Its distance from the d level is \(-0.333\) eV, while that of the upper band is 3 eV. Equation (3) gives

\[
w_+=\frac{1}{1+1/9}=0.90,\qquad
w_-=\frac{1}{1+1/0.333^2}=0.10 .
\]

The bare velocity is

\[
v_s=\frac{2\times0.0381\times13.604}{0.65821}=1.575\ \text{nm/fs},
\]

where the denominator is \(\hbar\) in eV fs. The hybrid velocities are

\[
v_+=0.90\times1.575=1.417\ \text{nm/fs},\qquad
v_-=0.10\times1.575=0.157\ \text{nm/fs}.
\]

The slopes of the diagonalized energies give the same two values. In SI units the Fermi velocity is \(1.42\times10^6\) m/s, which is 10% below the bare value at the same wavevector.

Deeper in the band the reduction is stronger. The bare levels cross where \(\varepsilon_s=-3\) eV, at

\[
k=\sqrt{\frac{7.384-3}{0.0381}}=10.73\ \text{nm}^{-1}.
\]

There the hybrid energies are \(-4\) and \(-2\) eV, the gap is \(2V=2\) eV, and both weights are 0.5. The bare velocity of 1.242 nm/fs is shared equally, 0.621 nm/fs to each band. Between this point and \(k_F\) the upper-band velocity grows by a factor of 2.28. The bare velocity accounts for a factor of 1.27 and the s weight for a factor of 1.8.

The 10% reduction has to be weighed against what the model omits. The estimates below are relative to the upper-band velocity of 1.417 nm/fs. Unless stated otherwise they keep \(k_F\) fixed, so the Fermi energy may shift slightly.

Among the estimates made here within the two-level model, the largest change comes from relaxing the constant coupling. The part of a long plane wave that has d symmetry about an atom grows as \(k^2\), which suggests \(V(k)=V(k/k_F)^2\). Extending this form up to \(k_F\) probably overstates the effect, since the wave is no longer long there and its d part then grows more slowly than \(k^2\). A coupling shaped like the spherical Bessel function \(j_2(kR)\), with \(R\) of 0.13 to 0.14 nm, gives a rise of about 7% in place of the 9.5% found below, which is comparable with the effect of the d-band width. The coupling at \(k_F\) is unchanged and so are the weights, but equation (6) acquires a term with \(dV/dk=2V/k_F=0.147\) eV nm. With \(c_sc_d=\sqrt{0.9\times0.1}=0.3\), its contribution is

\[
\delta v=\frac{2\times0.3\times0.147}{0.65821}=0.134\ \text{nm/fs}.
\]

The term is positive because a growing coupling pushes the upper band up more strongly as \(k\) increases. The velocity becomes 1.551 nm/fs, a rise of 9.5%, and nearly regains the bare value of 1.575 nm/fs. For this form of coupling the s weight is still 0.90, yet it no longer gives the velocity. Equation (4) should therefore be applied to a weight read from a band calculation only if the assumptions of the model, including a nearly constant \(|V|\), are known to hold.

The d bands also have a width. Giving the d level a dispersion \(\pm1.5\cos(ka/2)\) eV, with a full width of 3 eV, changes the velocity by \(+3.8\%\) for the upper sign and \(-7.4\%\) for the lower. This includes both the velocity of the d part and the change in the weights as the d level moves towards or away from the s energy.

A third assumption is orthogonality. With a constant s–d overlap of 0.1, taken with the same sign as \(V\), equation (5) still gives \(\mathbf v=|c_s|^2\mathbf v_s\), since \(\nabla S=0\), but the normalization is different. At \(E=0\) the overlap drops out of the eigenvalue equation, so \(c_d/c_s=1/3\) as before, and

\[
|c_s|^2=\frac{1}{1+1/9+2\times0.1/3}=0.849 .
\]

The velocity is 5.7% lower than without overlap. With the opposite sign, an overlap of \(-0.1\), the last term in the denominator is subtracted and the velocity is 6.4% higher instead. The Mulliken s population, which assigns half of the overlap charge to each orbital, is \(0.849\,(1+0.1/3)=0.877\). It is not the factor in the velocity. In a non-orthogonal basis, the phrase "s-orbital weight" must therefore be defined before the law is used.

Two other effects are small here. Raising the d level by 0.1 eV, a shift of the order that spin–orbit coupling can cause, lowers the velocity by 0.6%. At 378 K, a warm operating temperature for a chip, \(k_BT=0.033\) eV. Moving up the band by this energy, which also moves the state away from \(k_F\), raises the velocity by 0.5%.

Beside real copper, the chosen d level is reasonable, since the d bands lie roughly 2 to 5 eV below the Fermi energy, and the model velocity has the right order of magnitude, \(10^6\) m/s. The spherical Fermi surface is the assumption that copper breaks most visibly: its real Fermi surface reaches the zone faces near L. A rough estimate mixes two plane waves along [111] through an effective matrix element of 2.5 eV, about half of copper's band gap at L. This element is not the lattice potential alone: much of it comes from keeping the s and p states orthogonal to the d states, which in an orthonormal basis is part of the bare band. At the same \(k_F\) this lowers the bare velocity from 1.575 to 0.806 nm/fs, or by 49%, far more than the s–d reduction. The state at this wavevector is then no longer at the Fermi energy, however. The two plane waves have kinetic energies of 7.05 and 10.43 eV, so the lower mixed state lies at \(8.74-\sqrt{1.69^2+2.5^2}=5.72\) eV, about 1.3 eV below the unmixed one. The 49% therefore shows how strongly the gap at the zone face bends the band near L and is not a change of the Fermi velocity. The change is in \(\mathbf v_s\) itself. Equation (4) would still apply with the new bare band if the coupling kept a constant modulus, but mixing plane waves will in general make it vary. The figure of 1.42 nm/fs is thus a property of the model and not a prediction for copper. Even away from L, along [100] and [110], a rough density-functional band calculation gives only about 1.15 nm/fs at this wavevector, well below \(w\,v_s\), so the omitted effects together lower the velocity further. The interactions of electrons with each other and with lattice vibrations are also left out. The main values used here are collected in the numerical output that follows.

## Calculated quantities

```
INPUTS (rough, regime of copper)
lattice constant = 0.361 nm
d level relative to Fermi energy = -3.00 eV
s-d coupling V = 1.00 eV
hbar = 0.65821 eV fs
hbar^2/(2 m_e) = 0.038100 eV nm^2
FERMI WAVEVECTOR
k_F = 13.604 1/nm
distance from zone centre to L = 15.073 1/nm
s-band bottom = -7.384 eV
bare s energy at k_F = -0.3333 eV
lower, upper hybrid energy = -3.3333, 0.0000 eV
lower, upper s weight = 0.1000, 0.9000 (no unit)
bare s velocity = 1.5749 nm/fs
lower, upper velocity = 0.1575, 1.4174 nm/fs
upper velocity, converted = 1.417e+06 m/s
change by hybridization = -10.00 %
mesh count, lower band = 2.000 electrons per atom
mesh count, upper band = 1.001 electrons per atom
CROSSING OF BARE LEVELS
k at crossing = 10.727 1/nm
lower, upper energy = -4.000, -2.000 eV
lower, upper s weight = 0.500, 0.500 (no unit)
bare s velocity = 1.2418 nm/fs
lower, upper velocity = 0.6209, 0.6209 nm/fs
smallest gap on k grid = 2.0000 eV
NEGLECTED EFFECTS: change of upper-band Fermi velocity
d-band width used = 3.0 eV
d dispersion +cos(ka/2) = +3.75 %
d dispersion -cos(ka/2) = -7.36 %
coupling growing as k^2 = +9.46 %
velocity with coupling growing as k^2 = 1.5514 nm/fs
s-d overlap used = 0.10 (no unit)
s-d overlap effect = -5.66 %
|c_s|^2 with overlap = 0.8491 (no unit)
Mulliken s population with overlap = 0.8774 (no unit)
d-level shift used = 0.10 eV
d-level shift effect = -0.62 %
temperature = 378 K
thermal energy k_B T = 0.0326 eV
effect of moving up by k_B T = +0.47 %
NEGLECTED LATTICE POTENTIAL: change of bare s velocity
matrix element used = 2.5 eV
bare velocity along [111] at k_F = 0.8063 nm/fs
change of bare velocity = -48.80 %
```
